# Core leakage from atomic spheres and the −6 Rydberg separation energy: a numerical check

```python
"""Leakage of core states out of an atomic sphere.

Result under test: a level eps = -kappa^2 (Rydberg units) has a density tail
exp(-2 kappa r).  The bare estimate exp(-2 kappa R) of the charge outside
radius R is exact for a zero-range well and otherwise too small; for a
Coulomb 1s state the leakage is exp(-x)(1 + x + x^2/2), x = 2 kappa R.

Symbols: u(r) normalized radial function, L(R) = integral of u^2 beyond R,
gamma(R) = u(R)^2 / L(R) local decay rate of L, v(r) potential.
The atomic solver works in hartree; printed energies are in Ry (1 Ha = 2 Ry).
Atoms: spherical, spin-unpolarized, non-relativistic LDA (Slater + VWN).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import gto, dft

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
SPHERE = 2.0      # sphere radius, bohr
CUT = 6.0         # customary separation depth, Ry

# Radial pseudospectral grid: Legendre-Lobatto nodes x mapped to 0 < r < R_MAX
DEGREE, SCALE, R_MAX = 100, 1.0, 30.0
ALPHA = 2 * SCALE / R_MAX
x = np.sort(roots_jacobi(DEGREE - 1, 1, 1)[0])
leg = eval_legendre(DEGREE, x)


def jacobian(t):
    return SCALE * (2 + ALPHA) / (1 - t + ALPHA) ** 2


def x_of_r(radius):
    return (radius * (1 + ALPHA) - SCALE) / (radius + SCALE)


r = SCALE * (1 + x) / (1 - x + ALPHA)
jac = jacobian(x)
weight = 2 / (DEGREE * (DEGREE + 1) * leg ** 2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
kinetic = 1 / gap ** 2
np.fill_diagonal(kinetic, DEGREE * (DEGREE + 1) / (6 * (1 - x ** 2)))
kinetic = kinetic / np.outer(jac, jac)

nodes_all = np.concatenate(([-1.0], x, [1.0]))
bary = 1 / np.concatenate(([(-1.0) ** DEGREE], leg, [1.0]))
gauss_t, gauss_w = np.polynomial.legendre.leggauss(120)


def solve_radial(l, v):
    return eigh(kinetic + np.diag(v + l * (l + 1) / (2 * r ** 2)))


def radial_function(vec, t):
    """u at mapped coordinates t, by barycentric interpolation."""
    psi = vec * leg * np.sqrt(DEGREE * (DEGREE + 1) / 2)
    values = np.concatenate(([0.0], psi / jac, [0.0]))
    terms = bary / (np.atleast_1d(t)[:, None] - nodes_all)
    return np.sqrt(jacobian(t)) * (terms @ values) / terms.sum(axis=1)


def leakage(vec, radius):
    start = x_of_r(radius)
    t = start + (1 - start) * (gauss_t + 1) / 2
    u = radial_function(vec, t)
    return np.sum(gauss_w * u ** 2 * jacobian(t)) * (1 - start) / 2


def decay_rate(vec, radius):
    u = radial_function(vec, np.array([x_of_r(radius)]))[0]
    return u ** 2 / leakage(vec, radius)


def solve_atom(charge, shells):
    """Self-consistent LDA atom; shells = {l: occupations from lowest up}."""
    electrons = sum(sum(occ) for occ in shells.values())
    v = -(1 + (charge - 1) * np.exp(-1.5 * r)) / r
    for _ in range(300):
        states, rho = {}, np.zeros_like(r)
        for l, occupations in shells.items():
            energy, vecs = solve_radial(l, v)
            for k, occ in enumerate(occupations):
                states[(k + l + 1, l)] = (energy[k], vecs[:, k])
                rho += occ * vecs[:, k] ** 2 / (weight * jac)
        source = np.sqrt(jac) * rho / r / leg
        inner = np.linalg.solve(2 * kinetic, source) * leg / np.sqrt(jac)
        hartree = inner / r + electrons / R_MAX
        density = rho / (4 * np.pi * r ** 2)
        vxc = dft.libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[1][0]
        v_new = -charge / r + hartree + np.asarray(vxc).reshape(-1)
        change = np.max(np.abs(r * (v_new - v))[r < 10])
        if change < 1e-7:
            return states, CubicSpline(r, r * v)
        v = v + 0.3 * (v_new - v)
    raise AssertionError("atom did not converge")


def bare(depth, radius):
    return np.exp(-2 * np.sqrt(depth) * radius)


def coulomb_1s(depth, radius):
    y = 2 * np.sqrt(depth) * radius
    return np.exp(-y) * (1 + y + y ** 2 / 2)


def square_well_leakage(depth, width, radius):
    """s state bound by depth (Ry) in a square well of given width."""
    kappa = np.sqrt(depth)
    k = brentq(lambda q: q * np.cos(q * width) + kappa * np.sin(q * width),
               0.5 * np.pi / width, np.pi / width, xtol=1e-13)
    inside = quad(lambda s: np.sin(k * s) ** 2, 0, width)[0]
    edge = np.sin(k * width) ** 2

    def tail(s):
        return edge * np.exp(-2 * kappa * (s - width))
    outside = quad(tail, width, width + 12)[0]
    beyond = quad(tail, radius, radius + 8, epsabs=0)[0]
    return beyond / (inside + outside)


# Zero-range limit and lower bound, from explicit square wells
widths = [1.0, 0.1, 0.001]
well_ratio = [square_well_leakage(CUT, a, SPHERE) / bare(CUT, SPHERE)
              for a in widths]
assert all(ratio > 1 for ratio in well_ratio)
assert well_ratio[0] > well_ratio[1] > well_ratio[2]
assert well_ratio[2] < 1.005

# Coulomb 1s leakage: diagonalization against closed form
for depth in (1.0, CUT, 20.0):
    e, c = solve_radial(0, -np.sqrt(depth) / r)
    assert abs(2 * e[0] + depth) < 1e-6
    assert abs(leakage(c[:, 0], SPHERE) / coulomb_1s(depth, SPHERE) - 1) < 1e-4

# Atomic solver against a Gaussian-basis calculation of Ar
argon, _ = solve_atom(18, {0: [2, 2, 2], 1: [6, 6]})
mol = gto.M(atom="Ar 0 0 0", basis="unc-cc-pvtz", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.kernel()
assert mf.converged
for key, index in {(2, 0): 1, (2, 1): 2, (3, 0): 5, (3, 1): 6}.items():
    # tolerance in hartree covers the finite Gaussian basis
    assert abs(argon[key][0] - mf.mo_energy[index]) < 5e-3
s_grid = SPHERE + 6 * (gauss_t + 1)
points = np.column_stack((0 * s_grid, 0 * s_grid, s_grid))
phi = mol.eval_gto("GTOval_sph", points) @ mf.mo_coeff[:, 5]
gauss_leak = np.sum(6 * gauss_w * 4 * np.pi * s_grid ** 2 * phi ** 2)
argon_leak = leakage(argon[(3, 0)][1], SPHERE)
assert abs(gauss_leak / argon_leak - 1) < 0.02

# Real atoms
sp = {0: [2, 2, 2, 2], 1: [6, 6]}
setups = {"Ca": (20, sp), "Ti": (22, {**sp, 2: [2]}),
          "Mn": (25, {**sp, 2: [5]}), "Zn": (30, {**sp, 2: [10]})}
atoms = {name: solve_atom(*setup) for name, setup in setups.items()}
chosen = [("Ca", 2, 1)] + [(a, 3, l) for l in (0, 1) for a in atoms]
rows = []
for name, n, l in chosen:
    energy, vec = atoms[name][0][(n, l)]
    depth = -2 * energy
    kappa = np.sqrt(depth)
    leak = leakage(vec, SPHERE)
    for radius in np.linspace(0.05, SPHERE, 40):
        assert decay_rate(vec, radius) <= 2 * kappa * (1 + 1e-6)
    assert leak > bare(depth, SPHERE)
    if l == 0:
        v_edge = 2 * atoms[name][1](SPHERE) / SPHERE
        local = 2 * np.sqrt(max(0.0, v_edge + depth))
        assert local <= decay_rate(vec, SPHERE)
    start = SPHERE + np.log(leak) / (2 * kappa)
    rows.append((name, n, l, depth, leak, start))

series = [row for row in rows if row[1:3] == (3, 0)]
depths_3s = np.array([row[3] for row in series])
leaks_3s = np.array([row[4] for row in series])
assert np.all(np.diff(depths_3s) > 0) and np.all(np.diff(leaks_3s) < 0)
assert depths_3s[0] < CUT < depths_3s[-1]
leak_at_cut = np.exp(np.interp(np.sqrt(CUT), np.sqrt(depths_3s),
                               np.log(leaks_3s)))
assert leak_at_cut > 10 * bare(CUT, SPHERE)

# Printed results
print(f"sphere radius R = {SPHERE:.1f} bohr")
print(f"separation energy = {-CUT:.1f} Ry = {-CUT * RY_EV:.1f} eV")
print(f"kappa at separation = {np.sqrt(CUT):.4f} 1/bohr")
print("energy (Ry) | 2 kappa R | bare exponential | Coulomb 1s leakage")
for depth in (1, 2, 4, 6, 10, 20):
    print(f"{-depth:4d} | {2 * np.sqrt(depth) * SPHERE:7.3f} | "
          f"{bare(depth, SPHERE):.2e} | {coulomb_1s(depth, SPHERE):.2e}")
print(f"Coulomb 1s / bare at separation = "
      f"{coulomb_1s(CUT, SPHERE) / bare(CUT, SPHERE):.1f}")
for a, ratio in zip(widths, well_ratio):
    print(f"square well width {a:.3f} bohr: leakage / bare = {ratio:.4f}")
print("tolerance | energy from bare (Ry) | energy from Coulomb 1s (Ry)")
for tol in (1e-2, 1e-3, 1e-4):
    from_bare = (np.log(1 / tol) / (2 * SPHERE)) ** 2
    from_1s = brentq(lambda d: np.log(coulomb_1s(d, SPHERE) / tol), 0.1, 60)
    print(f"{tol:.0e} | {-from_bare:.2f} | {-from_1s:.2f}")
for radius in (1.5, 2.0, 2.5):
    moved = brentq(lambda d: np.log(bare(d, radius) / bare(CUT, SPHERE)),
                   0.1, 60)
    print(f"same bare exponential at R = {radius:.1f} bohr: {-moved:.2f} Ry")
print("shell | energy (Ry) | bare | leakage | electrons out | s (bohr)")
for name, n, l, depth, leak, start in rows:
    print(f"{name} {n}{'sp'[l]} | {-depth:.2f} | {bare(depth, SPHERE):.1e} | "
          f"{leak:.2e} | {2 * (2 * l + 1) * leak:.2e} | {start:.2f}")
print(f"3s leakage interpolated to separation = {leak_at_cut:.2e}")
print(f"interpolated 3s / bare = {leak_at_cut / bare(CUT, SPHERE):.0f}")
energy, vec = atoms["Mn"][0][(3, 0)]
v_edge = 2 * atoms["Mn"][1](SPHERE) / SPHERE
print(f"Mn potential at R = {v_edge:.2f} Ry")
print(f"Mn 3s lower rate 2 sqrt(v(R)-eps) = "
      f"{2 * np.sqrt(v_edge - 2 * energy):.3f} 1/bohr")
print(f"Mn 3s decay rate gamma(R) = {decay_rate(vec, SPHERE):.3f} 1/bohr")
print(f"Mn 3s upper rate 2 kappa = {2 * np.sqrt(-2 * energy):.3f} 1/bohr")
for radius in (1.6, 2.0, 2.4):
    print(f"Mn 3s leakage at {radius:.1f} bohr = {leakage(vec, radius):.2e}")
print(f"Ar 3s leakage, radial grid = {argon_leak:.4f}")
print(f"Ar 3s leakage, Gaussian basis = {gauss_leak:.4f}")
print("no test failed")
```

Printed output:

```
sphere radius R = 2.0 bohr
separation energy = -6.0 Ry = -81.6 eV
kappa at separation = 2.4495 1/bohr
energy (Ry) | 2 kappa R | bare exponential | Coulomb 1s leakage
  -1 |   4.000 | 1.83e-02 | 2.38e-01
  -2 |   5.657 | 3.49e-03 | 7.92e-02
  -4 |   8.000 | 3.35e-04 | 1.38e-02
  -6 |   9.798 | 5.56e-05 | 3.27e-03
 -10 |  12.649 | 3.21e-06 | 3.01e-04
 -20 |  17.889 | 1.70e-08 | 3.05e-06
Coulomb 1s / bare at separation = 58.8
square well width 1.000 bohr: leakage / bare = 18.8222
square well width 0.100 bohr: leakage / bare = 1.2847
square well width 0.001 bohr: leakage / bare = 1.0025
tolerance | energy from bare (Ry) | energy from Coulomb 1s (Ry)
1e-02 | -1.33 | -4.42
1e-03 | -2.98 | -7.88
1e-04 | -5.30 | -12.12
same bare exponential at R = 1.5 bohr: -10.67 Ry
same bare exponential at R = 2.0 bohr: -6.00 Ry
same bare exponential at R = 2.5 bohr: -3.84 Ry
shell | energy (Ry) | bare | leakage | electrons out | s (bohr)
Ca 2p | -24.57 | 2.4e-09 | 1.53e-07 | 9.19e-07 | 0.42
Ca 3s | -3.41 | 6.2e-04 | 4.73e-02 | 9.46e-02 | 1.17
Ti 3s | -4.52 | 2.0e-04 | 1.84e-02 | 3.68e-02 | 1.06
Mn 3s | -6.15 | 4.9e-05 | 4.76e-03 | 9.51e-03 | 0.92
Zn 3s | -9.15 | 5.6e-06 | 5.37e-04 | 1.07e-03 | 0.76
Ca 3p | -2.06 | 3.2e-03 | 9.43e-02 | 5.66e-01 | 1.18
Ti 3p | -2.85 | 1.2e-03 | 4.04e-02 | 2.42e-01 | 1.05
Mn 3p | -3.98 | 3.4e-04 | 1.22e-02 | 7.32e-02 | 0.90
Zn 3p | -6.04 | 5.4e-05 | 1.81e-03 | 1.09e-02 | 0.72
3s leakage interpolated to separation = 5.35e-03
interpolated 3s / bare = 96
Mn potential at R = -1.51 Ry
Mn 3s lower rate 2 sqrt(v(R)-eps) = 4.311 1/bohr
Mn 3s decay rate gamma(R) = 4.526 1/bohr
Mn 3s upper rate 2 kappa = 4.961 1/bohr
Mn 3s leakage at 1.6 bohr = 2.79e-02
Mn 3s leakage at 2.0 bohr = 4.76e-03
Mn 3s leakage at 2.4 bohr = 7.57e-04
Ar 3s leakage, radial grid = 0.1403
Ar 3s leakage, Gaussian basis = 0.1402
no test failed
```
